# The least total variance of a spin and the states attaining it: test program

```python
# Result under test: for every density matrix rho of one spin-j multiplet,
#   V = Var Jx + Var Jy + Var Jz >= j   (hbar = 1),
# with equality only for rotated highest-weight states U|j,j>.
# Symbols: mean = Tr(rho J); F = overlap of rho with the highest-weight
# state along the mean spin (along z if the mean spin vanishes).
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize

rng = np.random.default_rng(7)


def spin_matrices(j):
    """Jx, Jy, Jz in the basis m = j, j-1, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2,
                     (raising - lowering) / 2j,
                     np.diag(m)], dtype=complex)


def expect(rho, op):
    return np.trace(rho @ op).real


def mean_spin(rho, J):
    return np.array([expect(rho, A) for A in J])


def variances(rho, J):
    return np.array([expect(rho, A @ A) - expect(rho, A)**2 for A in J])


def projector(psi):
    psi = np.asarray(psi, dtype=complex)
    psi = psi / np.linalg.norm(psi)
    return np.outer(psi, psi.conj())


def rotation(theta, phi, J):
    return expm(-1j * phi * J[2]) @ expm(-1j * theta * J[1])


def highest_weight(theta, phi, J):
    return projector(rotation(theta, phi, J)[:, 0])


def overlap_along_mean(rho, J):
    v = mean_spin(rho, J)
    size = np.linalg.norm(v)
    if size < 1e-10:
        theta, phi = 0.0, 0.0
    else:
        theta = np.arccos(np.clip(v[2] / size, -1, 1))
        phi = np.arctan2(v[1], v[0])
    return expect(rho, highest_weight(theta, phi, J))


def random_state(dim, rank):
    A = rng.normal(size=(dim, rank)) + 1j * rng.normal(size=(dim, rank))
    rho = A @ A.conj().T
    return rho / np.trace(rho).real


# Algebra, rotations, bound, stability and mixing for several spins
smallest_excess = np.inf
number_of_states = 0
for j in (0.5, 1.0, 1.5, 2.0, 3.5):
    J = spin_matrices(j)
    dim = J.shape[1]
    for a in range(3):
        b, c = (a + 1) % 3, (a + 2) % 3
        assert np.allclose(J[a] @ J[b] - J[b] @ J[a], 1j * J[c], atol=1e-12)
    assert np.allclose(sum(A @ A for A in J), j * (j + 1) * np.eye(dim))

    for _ in range(10):
        theta, phi = np.arccos(rng.uniform(-1, 1)), rng.uniform(0, 2 * np.pi)
        n = np.array([np.sin(theta) * np.cos(phi),
                      np.sin(theta) * np.sin(phi), np.cos(theta)])
        U = rotation(theta, phi, J)
        nJ = np.einsum('a,aij->ij', n, J)
        assert np.allclose(U @ J[2] @ U.conj().T, nJ, atol=1e-10)
        assert np.allclose(np.linalg.eigvalsh(nJ), np.arange(dim) - j,
                           atol=1e-10)
        var = variances(highest_weight(theta, phi, J), J)
        assert np.allclose(var, j / 2 * (1 - n**2), atol=1e-10)
        assert abs(var.sum() - j) < 1e-10

    for trial in range(150):
        rank = 1 + trial % dim
        rho = random_state(dim, rank)
        V = variances(rho, J).sum()
        size = np.linalg.norm(mean_spin(rho, J))
        F = overlap_along_mean(rho, J)
        assert abs(V - (j * (j + 1) - size**2)) < 1e-10
        assert V >= j - 1e-10
        assert V - j >= (1 - F) * (j + size) - 1e-10
        if j == 0.5 and rank == 1:
            assert abs(V - j) < 1e-10      # every pure spin-1/2 state
        else:
            assert V - j > 1e-8            # generic states lie above
            smallest_excess = min(smallest_excess, V - j)
        number_of_states += 1

    for _ in range(20):
        parts = [random_state(dim, 1 + k % dim) for k in range(3)]
        w = rng.dirichlet(np.ones(3))
        rho = sum(wk * r for wk, r in zip(w, parts))
        center = mean_spin(rho, J)
        average = sum(wk * variances(r, J).sum() for wk, r in zip(w, parts))
        spread = sum(wk * np.sum((mean_spin(r, J) - center)**2)
                     for wk, r in zip(w, parts))
        assert abs(variances(rho, J).sum() - average - spread) < 1e-10

# Blind minimization over all density matrices rho = A A^dagger / trace
for j in (1.0, 1.5, 2.0):
    J = spin_matrices(j)
    dim = J.shape[1]

    def density(x):
        A = (x[:dim**2] + 1j * x[dim**2:]).reshape(dim, dim)
        rho = A @ A.conj().T
        return rho / np.trace(rho).real

    start = rng.normal(size=2 * dim**2)
    V_start = variances(density(start), J).sum()
    found = minimize(lambda x: variances(density(x), J).sum(), start,
                     method='BFGS')
    best = density(found.x)
    V_min = variances(best, J).sum()
    purity = expect(best, best)
    F_min = overlap_along_mean(best, J)
    # tolerance set by the finite-difference gradient of the minimizer
    assert abs(V_min - j) < 1e-5
    assert abs(purity - 1) < 1e-5 and abs(F_min - 1) < 1e-5

# Worked example: spin 2
j = 2.0
J = spin_matrices(j)
basis = np.eye(5)

# Two copies of the multiplet: a mixed state can reach the bound
J_double = np.array([np.kron(A, np.eye(2)) for A in J])
rho_double = np.kron(projector(basis[0]), np.eye(2) / 2)
V_double = variances(rho_double, J_double).sum()
purity_double = expect(rho_double, rho_double)
assert abs(V_double - j) < 1e-10 and purity_double < 0.9

tilt, azimuth, weight = np.pi / 3, np.pi / 4, 0.75
along_z = highest_weight(0, 0, J)
along_x = highest_weight(np.pi / 2, 0, J)
examples = {
    'tilted highest weight': highest_weight(tilt, azimuth, J),
    '|2,1>': projector(basis[1]),
    '|2,0>': projector(basis[2]),
    'sqrt(0.9)|2,2> + sqrt(0.1)|2,1>':
        projector(np.sqrt(0.9) * basis[0] + np.sqrt(0.1) * basis[1]),
    '(|2,2> + |2,-2>)/sqrt(2)': projector(basis[0] + basis[4]),
    'mixture of z and x highest weights':
        weight * along_z + (1 - weight) * along_x,
    'maximally mixed': np.eye(5) / 5,
}


def show(x):
    return f'{round(float(x), 6) + 0.0:.6f}'


print(f'random states tested: {number_of_states}')
print(f'smallest V - j, pure spin-1/2 left out: {smallest_excess:.2e} hbar^2')
print(f'example spin j = {j:g}, j(j+1) = {j * (j + 1):g} hbar^2')
print(f'tilt = {np.degrees(tilt):.1f} deg, azimuth = '
      f'{np.degrees(azimuth):.1f} deg')
print(f'weight of the z state in the mixture = {weight}')
for name, rho in examples.items():
    var = variances(rho, J)
    V = var.sum()
    size = np.linalg.norm(mean_spin(rho, J))
    F = overlap_along_mean(rho, J)
    limit = (V - j) / (j + size)
    assert V >= j - 1e-10 and 1 - F <= limit + 1e-10
    print(f'state: {name}')
    print('  Var Jx, Jy, Jz =', ', '.join(show(v) for v in var), 'hbar^2')
    print(f'  V = {show(V)} hbar^2, |mean spin| = {show(size)} hbar')
    print(f'  F = {show(F)}, 1-F = {show(1 - F)}, '
          f'upper limit on 1-F = {show(limit)}')
print('minimization over all spin-2 density matrices:')
print(f'  V at start = {show(V_start)} hbar^2, at end = {show(V_min)} hbar^2')
print(f'  purity at end = {show(purity)}, F at end = {show(F_min)}')
print(f'doubled multiplet: V = {show(V_double)} hbar^2, '
      f'purity = {show(purity_double)}')
print('success')
```

It prints:

```
random states tested: 750
smallest V - j, pure spin-1/2 left out: 6.14e-04 hbar^2
example spin j = 2, j(j+1) = 6 hbar^2
tilt = 60.0 deg, azimuth = 45.0 deg
weight of the z state in the mixture = 0.75
state: tilted highest weight
  Var Jx, Jy, Jz = 0.625000, 0.625000, 0.750000 hbar^2
  V = 2.000000 hbar^2, |mean spin| = 2.000000 hbar
  F = 1.000000, 1-F = 0.000000, upper limit on 1-F = 0.000000
state: |2,1>
  Var Jx, Jy, Jz = 2.500000, 2.500000, 0.000000 hbar^2
  V = 5.000000 hbar^2, |mean spin| = 1.000000 hbar
  F = 0.000000, 1-F = 1.000000, upper limit on 1-F = 1.000000
state: |2,0>
  Var Jx, Jy, Jz = 3.000000, 3.000000, 0.000000 hbar^2
  V = 6.000000 hbar^2, |mean spin| = 0.000000 hbar
  F = 0.000000, 1-F = 1.000000, upper limit on 1-F = 2.000000
state: sqrt(0.9)|2,2> + sqrt(0.1)|2,1>
  Var Jx, Jy, Jz = 0.790000, 1.150000, 0.090000 hbar^2
  V = 2.030000 hbar^2, |mean spin| = 1.992486 hbar
  F = 0.996353, 1-F = 0.003647, upper limit on 1-F = 0.007514
state: (|2,2> + |2,-2>)/sqrt(2)
  Var Jx, Jy, Jz = 1.000000, 1.000000, 4.000000 hbar^2
  V = 6.000000 hbar^2, |mean spin| = 0.000000 hbar
  F = 0.500000, 1-F = 0.500000, upper limit on 1-F = 2.000000
state: mixture of z and x highest weights
  Var Jx, Jy, Jz = 1.500000, 1.000000, 1.000000 hbar^2
  V = 3.500000 hbar^2, |mean spin| = 1.581139 hbar
  F = 0.722834, 1-F = 0.277166, upper limit on 1-F = 0.418861
state: maximally mixed
  Var Jx, Jy, Jz = 2.000000, 2.000000, 2.000000 hbar^2
  V = 6.000000 hbar^2, |mean spin| = 0.000000 hbar
  F = 0.200000, 1-F = 0.800000, upper limit on 1-F = 2.000000
minimization over all spin-2 density matrices:
  V at start = 5.529081 hbar^2, at end = 2.000000 hbar^2
  purity at end = 1.000000, F at end = 1.000000
doubled multiplet: V = 2.000000 hbar^2, purity = 0.500000
success
```
